# Consistent Diffusion-Enhancement Averaging in Scharfetter-Gummel Fluxes for Fermi-Dirac Statistics

## A current with nothing to drive it

An n-type bar 80 nm long, at 300 K, has both contacts at the same voltage. Solved on a 5 nm mesh with one plausible edge flux, it carries $-2.05\times10^4$ A/cm². A consistent flux on the same mesh gives $-5.6\times10^3$ A/cm² when 1 mV is applied to the right contact, so the false current is about 3.6 times the response to a real millivolt. The Poisson and continuity equations were solved to convergence in both cases. The fault lies in how one coefficient, the diffusion enhancement, was averaged over each mesh edge.

## The edge flux

Let the electron density be $n=N_cF(\eta)$, where $F$ is the normalised Fermi-Dirac integral of order 1/2. Temperature, band edge, $N_c$ and mobility $\mu$ are uniform. Potentials are measured in units of $U_T=k_BT/q$: $\psi$ is the electrostatic potential, $\phi$ the quasi-Fermi potential, and $\eta=\psi-\phi$. The conventional current density of electrons is

$$J=-q\mu U_T\,n\,\phi'=q\mu U_T\,n(\eta'-\psi').$$

Since $n'=N_cF'(\eta)\,\eta'$, we have $n\eta'=(F/F')\,n'$, and therefore

$$J=q\mu U_T\,(g\,n'-n\psi'),\qquad g(\eta)=\frac{F}{F'}=\left(\frac{d\ln F}{d\eta}\right)^{-1}.$$

The factor $g$ is the diffusion enhancement: the diffusion coefficient is $\mu U_Tg$. In the dilute limit $F\approx e^\eta-2^{-3/2}e^{2\eta}$, which gives $g\approx1+2^{-3/2}e^\eta$. In the degenerate limit $F\propto\eta^{3/2}$ and $g\approx2\eta/3$.

Take an edge from node $K$ to node $L$, of length $h$, and write $\delta$ for the value at $L$ minus that at $K$. Let $s\in[0,1]$ run along the edge and let $j$ be the current in units of $q\mu U_TN_c/h$. Two approximations are made: $\psi$ is linear in $s$, and $g$ is replaced by a constant $\bar g$. With $j$ constant along the edge and $u=\delta\psi/\bar g$,

$$\frac{dF}{ds}-uF=\frac{j}{\bar g}.$$

Multiplying by $e^{-us}$ makes the left side a total derivative. Integration from 0 to 1 gives

$$F_Le^{-u}-F_K=\frac{j}{\bar g}\,\frac{1-e^{-u}}{u}.$$

Multiplying by $e^u$ and solving for $j$,

$$j=\bar g\,u\,\frac{F_L-F_Ke^u}{e^u-1}=\bar g\,[B(u)F_L-B(-u)F_K],\qquad B(u)=\frac{u}{e^u-1}, \tag{1}$$

because $B(-u)=ue^u/(e^u-1)$. For $\bar g=1$ this is the Scharfetter-Gummel flux of Boltzmann statistics.

When $\delta\psi\to+\infty$ at fixed nodal densities, $B(u)\to0$ and $B(-u)\to u$, so $j\to-\delta\psi\,F_K$. Electrons drift towards higher potential and the flux takes the density upstream. The average $\bar g$ has dropped out: its choice matters where drift and diffusion compete, and most of all where they should cancel.

## The condition of equilibrium

Equation (1) can be rearranged to show its driving force. Define

$$a=\ln\frac{F_L}{F_K},\qquad g^*=\frac{\delta\eta}{a}=\frac{\eta_L-\eta_K}{\ln F_L-\ln F_K}. \tag{2}$$

Then $F_L-F_Ke^u=F_K(e^a-e^u)$, and taking out half-exponents gives

$$e^a-e^u=2e^{(a+u)/2}\sinh\frac{a-u}2,\qquad e^u-1=2e^{u/2}\sinh\frac u2 .$$

Since $F_Ke^{a/2}=\sqrt{F_KF_L}$, the flux becomes

$$j=\bar g\,(a-u)\,M,\qquad M=\sqrt{F_KF_L}\;\frac{u/2}{\sinh(u/2)}\;\frac{\sinh[(a-u)/2]}{(a-u)/2}.$$

The function $(\sinh z)/z$ is positive for every real $z$, so $M>0$: it is an effective edge density. Finally $\bar ga=\delta\eta\,\bar g/g^*$ and $\bar gu=\delta\psi=\delta\eta+\delta\phi$, which gives

$$j=M\,(E-\delta\phi),\qquad E=\delta\eta\left(\frac{\bar g}{g^*}-1\right). \tag{3}$$

Equilibrium means $\delta\phi=0$. For $\delta\eta\neq0$ the current then vanishes if and only if $\bar g=g^*$. Among averages that depend on $\eta_K$ and $\eta_L$ alone, the consistent one is therefore unique. An average that also depends on $\delta\psi$ is constrained only at $\delta\psi=\delta\eta$, so other consistent schemes exist in that wider class. When $\delta\eta=0$, equation (2) is replaced by its limit $g(\eta_K)$.

Because $(\ln F)'=1/g$, equation (2) can also be read as

$$\frac1{g^*}=\frac1{\delta\eta}\int_{\eta_K}^{\eta_L}\frac{d\eta}{g(\eta)} .$$

The quantity to average is the inverse enhancement, uniformly in $\eta$.

With $\bar g=g^*$ we have $E=0$ and $j\,\delta\phi=-M\,\delta\phi^2\le0$. The heat released in the edge, proportional to $-j\,\delta\phi$, is never negative, whatever the bias. With any other $\bar g$ the edge is a resistor in series with a battery of voltage $U_TE$, and it delivers power whenever $\delta\phi$ lies between 0 and $E$. In a test on 2000 edges, with both $\eta$ values drawn uniformly from $(-4,11)$ and $\delta\phi$ from $(-0.3,0.3)$, the arithmetic mean gave negative dissipation on 31% of them and $g^*$ on none.

## Size and sign of the spurious current

Let $g,g',g''$ be taken at the edge centre $\eta_m=(\eta_K+\eta_L)/2$ and put $A=1/g$. Odd terms cancel in the integral over a symmetric interval, so

$$\frac1{g^*}=A+\frac{\delta\eta^2}{24}A''+O(\delta\eta^4),\qquad A''=\frac{2g'^2}{g^3}-\frac{g''}{g^2}.$$

For the midpoint rule, $\bar g=g(\eta_m)$, multiplication by $g$ gives

$$\frac{\bar g}{g^*}-1=\frac{\delta\eta^2}{24}\left[2\left(\frac{g'}g\right)^2-\frac{g''}g\right]+O(\delta\eta^4). \tag{4}$$

The arithmetic mean is $\bar g=(g_K+g_L)/2=g+g''\delta\eta^2/8+O(\delta\eta^4)$. Its extra term adds $3g''/g$ inside the bracket of (4), so

$$\frac{\bar g}{g^*}-1=\frac{\delta\eta^2}{12}\left[\frac{g''}g+\left(\frac{g'}g\right)^2\right]+O(\delta\eta^4). \tag{5}$$

At equilibrium $M=F(\eta_m)[1+O(\delta\eta^2)]$. By (3), the leading spurious flux is $F(\eta_m)\,\delta\eta$ times (4) or (5). For $\eta_m=4$ and $\delta\eta=0.1$ the flux computed from (1) agreed with these leading terms to within 1% for both rules.

The arithmetic mean errs with a definite sign wherever $g$ is convex and not constant. The harmonic average $g^*$ is then below the integral average of $g$, which is not above the trapezoidal value $(g_K+g_L)/2$. Convexity was checked numerically for order 1/2: second differences of $g$ on a grid of spacing 0.05 over $-6\le\eta<12$ were all positive. In that range $E$ has the sign of $\delta\eta$, and the false batteries of a monotonic doping profile add up.

The midpoint rule behaves differently, because (4) is proportional to $A''$. In the dilute limit $A\approx1-2^{-3/2}e^\eta$ is concave and the rule gives too small a $\bar g$. In the degenerate limit $A\approx3/(2\eta)$ is convex and $\bar g$ is too large. Between them the error passes through zero; for an edge of width $\delta\eta=1.5$ this happens at $\eta_m=0.83$. A test on such an edge would find no fault with the midpoint rule. In the dilute limit both errors vanish because $g\to1$.

At a fixed gradient $\delta\eta\propto h$, so $E\propto h^3$. The unit of $j$ contains $1/h$, so the spurious edge current falls as $h^2$. The naive schemes are consistent with the differential equation; what they lack is an exact discrete equilibrium.

## Accuracy away from equilibrium

The average $g^*$ removes the false battery but does not make (1) exact. The true current for linear $\psi$ and full statistics obeys $j=-F\,d\phi/ds$, hence

$$\delta\phi=-j\int_0^1\frac{ds}{F(\eta(s))}.$$

Suppose all differences are reduced together, with $\delta\psi/\delta\eta$ fixed and different from 1. The profile $\eta(s)$ is then linear about its centre up to terms of second order, and the integral is $1/F(\eta_m)$ with a relative correction of second order. The same holds for $1/M$. The $g^*$ flux therefore has a relative error of order $h^2$.

A naive flux has the additional relative error $-E/\delta\phi$. This is also of order $h^2$ under the same scaling, so the order found in a convergence study at substantial bias does not separate the schemes. At fixed $h$, however, it grows without limit as $\delta\phi\to0$. For $\eta_m=3$ and $\delta\psi=0.4\,\delta\eta$, halving $\delta\eta$ from 0.8 to 0.4 reduced the error relative to the true flux by a factor between 3.6 and 4.4, for $g^*$ and for the arithmetic mean alike.

The sign of the remaining error near equilibrium can also be found. As $\delta\phi\to0$ with $\bar g=g^*$, $u\to a$ and

$$\frac1M=\frac{1-e^{-a}}{a\,F_K}=\int_0^1\frac{ds}{F_Ke^{as}} .$$

The scheme thus interpolates $\ln F$ linearly, whereas in the true profile $\eta$ is linear. Where $g$ increases with $\eta$, $\ln F(\eta)$ is concave and lies above its chord, so the true density inside the edge is higher. For given nodal values and a linear $\psi$, the scheme therefore underestimates the small-bias conductance of the edge. This does not fix the sign of the error for a whole device, where $\psi$ is curved within each edge: in the bar below, the $g^*$ conductance on the 5 nm mesh, $5.62\times10^3$ A/cm² per mV, lies 0.7% above the mesh-converged value of $5.58\times10^3$.

## Assembly

On a uniform mesh with donor density $N_i$ and permittivity $\varepsilon$, the Poisson equation is

$$\psi_{i+1}-2\psi_i+\psi_{i-1}=\frac{qN_ch^2}{\varepsilon U_T}\left[F(\eta_i)-\frac{N_i}{N_c}\right],$$

and continuity requires equal flux in neighbouring edges. At each contact $\eta$ is set by neutrality and $\psi=\eta+\phi$ by the applied voltage. The steps are:

1. Evaluate $F(\eta_i)$ at the nodes.
2. On each edge form $g^*$ from (2). If $|\delta\eta|<10^{-4}$, use $g(\eta_m)$ instead, since the quotient of two small differences loses digits. By (4) this substitution costs a relative error of order $\delta\eta^2/24$, below $10^{-9}$, times a bracket of moderate size.
3. Evaluate $B(u)$ with a function that computes $e^u-1$ without cancellation, and use $1-u/2$ for very small $|u|$.
4. Solve for all $\psi_i$ and $\eta_i$ together by Newton iteration with limited steps.

With $g^*$, a constant $\phi$ makes every edge flux vanish, and only the discrete Poisson equation remains to be satisfied.

## A graded oxide bar

The donor density is

$$N(x)=\sqrt{N_1N_2}\,\exp\left[-\tfrac12\ln\frac{N_1}{N_2}\tanh\frac{x-40\text{ nm}}{12\text{ nm}}\right],$$

with $N_1=5\times10^{20}$ and $N_2=5\times10^{18}$ cm⁻³. The density-of-states mass is $0.862\,m_e$, so $N_c=2.01\times10^{19}$ cm⁻³; the relative permittivity is 35 and the mobility 20 cm²/Vs. Across the bar $\eta$ falls from 10.19 to $-1.30$ and $g$ from 6.90 to 1.09.

On the 5 nm mesh the steepest edge runs from 30 to 35 nm. There $\eta_K=6.1786$, $\eta_L=3.8559$, $F_K=11.937$ and $F_L=6.200$, so

$$g^*=\frac{-2.3227}{-0.6552}=3.545,\qquad \frac{g_K+g_L}2=\frac{4.3098+2.8956}2=3.603 .$$

The two differ by 1.6%. For the arithmetic mean at equilibrium, $u=-2.3227/3.6027=-0.6447$ and $e^u=0.52482$, while $F_L/F_K=0.51936$. Equation (1) gives

$$j=\delta\eta\,F_K\,\frac{F_L/F_K-e^u}{e^u-1}=(-27.73)\,\frac{-0.00546}{-0.4752}=-0.319 .$$

The flux unit is $3.326\times10^6$ A/cm², so the false edge current is $-1.06\times10^6$ A/cm². The midpoint rule gives $-7.7\times10^5$ A/cm². With $g^*$ the result is $-2\times10^{-8}$ A/cm², about $10^{-14}$ of the flux unit, which is the scale of rounding.

The edge battery of the arithmetic mean is $25.85\text{ mV}\times(-2.3227)\times0.0162=-0.97$ mV. If a true difference of $+1$ mV is applied to this edge, the driving term $E-\delta\phi$ is nearly twice its true value $-\delta\phi$, and the current is 93% too large relative to the true edge flux. The $g^*$ flux is 2.2% too small, with the sign derived above.

In the whole bar the same $j$ passes through every edge. Summing $\delta\phi_i=E_i-j/M_i$ from (3) gives

$$\frac{V}{U_T}=\sum_iE_i-j\sum_i\frac1{M_i},$$

where $V$ is the voltage of the right contact relative to the left. At open circuit the batteries add. Evaluated on the equilibrium profile their sum is $-3.65$ mV; a direct search for the voltage that stops the current in the coupled equations gives $-3.64$ mV. Multiplied by the conductance found with $g^*$ on the same mesh, $5.62\times10^3$ A/cm² per mV, this yields $-2.05\times10^4$ A/cm², the current of the opening paragraph. It is far below the single-edge value because the edges with little false voltage, above all the resistive dilute ones, are in series with the steep ones.

The number of edges grows as $1/h$ and each $E_i$ falls as $h^3$, so the false voltage should fall as $h^2$. Meshes of 5, 2.5 and 1.25 nm give $-20.5$, $-5.18$ and $-1.30$ kA/cm², with ratios 3.96 and 3.99. The midpoint rule gives $-9.1$, $-2.3$ and $-0.57$ kA/cm². It does better here because $g''>0$ enters (4) and (5) with opposite signs, which makes the false voltages of the steep edges smaller. Its edge error also changes sign towards the dilute end, but this helps little: the positive edge voltages sum to only about 0.03 mV, against a total of $-1.6$ mV.

Keeping $\bar g=1$ with Fermi-Dirac densities is a different kind of error. Then $E_i=\delta\eta_i/g_i^*-\delta\eta_i=\delta\ln F_i-\delta\eta_i$, and the sum telescopes:

$$V_{\rm oc}=U_T\left[\ln\frac{F_{\rm right}}{F_{\rm left}}-(\eta_{\rm right}-\eta_{\rm left})\right]=178\text{ mV}.$$

No mesh width appears. The zero-bias current is $9.64\times10^5$ A/cm² at 5 nm and $9.65\times10^5$ A/cm² at 2.5 nm: the scheme converges to the wrong equation, one with $D/\mu=U_T$.

## The model beside the material

The parameters are rough values in the regime of heavily Nb-doped anatase TiO2; the doping profile is chosen for the test and describes no particular device. The assumption under most strain is that of ideal, sharp band states. At the dense end the zero-temperature exchange shift for a spherical Fermi surface is 32 meV with the static permittivity and 188 meV with an optical permittivity of 6, against a built-in potential of 297 meV; the tenfold mass anisotropy lowers both values by about 10%. Collision broadening $\hbar/\tau$ is 145 meV, against a Fermi energy of 263 meV, if the mobility refers to a light-mass axis ($0.4\,m_e$); the same mobility along the heavy axis ($4\,m_e$) would imply a value ten times smaller. The light-axis value is used in what follows. These energies lie between about a tenth and seven tenths of the Fermi energy, so the relation between $\eta$ and $n$ at the dense end is only rough; the effect on the false voltages was not computed. An exchange shift that depends on the local density leaves the construction intact: $g^*=\delta\eta/\delta\ln n$ still applies as long as $n$ increases with $\eta$.

Mobility cancels from $E$ but scales the currents. A series-resistance estimate shows that doubling it in the dilute half alone would raise the current by a factor 1.9. The masses differ tenfold between axes, so at equal scattering time the mobility does too. With the light mass, the density-gradient potential reaches 1.1 meV, small beside $k_BT$ but as large as the false voltage of the steepest edge. The largest field, 0.12 MV/cm, is well below a rough breakdown field of 1 MV/cm, and interband tunnelling, with an exponent near 2000, is negligible. At 400 K, with mobility and permittivity held fixed, the arithmetic mean still gives $-2.0\times10^4$ A/cm² at zero bias. The remaining values are in the numerical output.

## Computed values

```
Rough inputs: masses 0.4, 4.0 m_e; DOS mass 0.862 m_e
Permittivity static 35.0, optical 6.0; gap 3.2 eV
Mobility 20 cm2/Vs; T 300 K; kT/q 25.852 mV
Bar length 80 nm, grading length 12 nm
Donors left 5.0e+20, right 5.0e+18 cm^-3
Band density Nc 2.008e+19 cm^-3
eta left 10.189, right -1.296
Enhancement g left 6.903, right 1.088
Built-in potential 0.2969 V
STEEPEST EDGE, mesh 5 nm, from x = 30 nm
eta_K 6.1786, eta_L 3.8559, difference -2.3227
F_K 11.9374, F_L 6.1998, ln(F_L/F_K) -0.6552
g_K 4.3098, g_L 2.8956
g_star 3.54520, arithmetic 3.60274, midpoint 3.58686
Flux unit q*mu*UT*Nc/h 3.3260e+06 A/cm2
Equilibrium edge current, g_star -2.1e-08 A/cm2
Equilibrium edge current, arithmetic -1.0603e+06 A/cm2
Equilibrium edge current, midpoint -7.6762e+05 A/cm2
Edge battery, arithmetic -0.9746 mV
Edge battery, midpoint -0.7057 mV
Error vs true edge flux at 1 mV: g_star -2.15 %, arithmetic 93.33 %
Midpoint error vanishes at edge centre eta 0.826 (width 1.5)
Random edges with negative dissipation, arithmetic 31.0 %
WHOLE BAR AT ZERO BIAS
Current, g_star, mesh 5 nm -3.4e-09 A/cm2
Mesh 5.00 nm: arithmetic -2.0491e+04, midpoint -9.1027e+03 A/cm2
Mesh 2.50 nm: arithmetic -5.1808e+03, midpoint -2.2921e+03 A/cm2
Mesh 1.25 nm: arithmetic -1.2990e+03, midpoint -5.7407e+02 A/cm2
Arithmetic current ratios on halving 3.955, 3.988
Current with g = 1: 5 nm 9.6367e+05, 2.5 nm 9.6455e+05 A/cm2
Current at +1 mV on right contact, g_star -5.6227e+03 A/cm2
False open-circuit voltage, arithmetic, 5 nm -3.6429 mV
Same from sum over equilibrium edges -3.6489 mV
False open-circuit voltage with g = 1 178.17 mV
NEGLECTED EFFECTS
Largest field 0.1220 MV/cm; rough breakdown 1.0 MV/cm
Interband tunnelling exponent 2027
Density-gradient (Bohm) potential, largest 1.08 meV
Exchange shift, dense end: static eps 32.2, optical eps 187.6 meV
Fermi energy, dense end 0.2634 eV; over gap 0.082
Collision broadening hbar/tau 0.145 eV
Mean free path, dense end 2.19 nm
Mass ratio heavy/light 10.0
Current factor if dilute-side mobility doubles 1.94
Arithmetic zero-bias current at 400 K, 5 nm -2.0014e+04 A/cm2
```
